\section*{Why Unequal Correlation Shifts Displace or Double an Avoided Crossing}

\section{A gap that correlation fails to change}

An ionic and a covalent state of a model molecule cross at a distance of 7.14 bohr when dynamic correlation is left out, and a weak coupling holds them 0.0080 hartree apart. To second order, correlation lowers the ionic state by 0.0578 hartree and the covalent one by 0.0164 hartree. Diagonalizing the full model Hamiltonian at the same distance gives a gap of 0.0401 hartree. Yet if the two mixed states are found first and each then receives its second-order correlation energy, the gap remains 0.0080 hartree. Further out, the two corrected curves cross at 7.23 bohr and again at 9.97 bohr. The full model has one avoided crossing, at 10.09 bohr.

The second-order energies are not at fault: between 6 and 14 bohr each lies within about 5 percent of the true second-order coefficient for its state. The trouble lies in what was fixed before they were added.

\section{The model and its effective Hamiltonian}

Let $I$ and $C$ be orthonormal ionic and covalent model states. Their Hamiltonian without dynamic correlation, the reference Hamiltonian, is
\begin{equation}
h=\begin{pmatrix} d & V\\ V & 0\end{pmatrix},\qquad d(R)=A-\frac1R ,
\end{equation}
in atomic units. The covalent energy is the zero of energy, and $-1/R$ is the attraction of the two ions. I take $A=0.14$ and a constant $V=0.004$ hartree. Since $d$ grows steadily with $R$, a minimum of a gap in $d$ is also a minimum in $R$.

Dynamic correlation enters through external states $q$ at energies $\epsilon_q$, far above the model states, with real couplings $T_{Iq}$ and $T_{Cq}$. If $c$ holds the model amplitudes and $b$ the external ones, the full eigenvalue equations are
\begin{align}
\sum_j h_{ij}c_j+\sum_q T_{iq}b_q&=Ec_i,\\
\sum_j T_{jq}c_j+\epsilon_q b_q&=Eb_q .
\end{align}
The second line gives $b_q=\sum_jT_{jq}c_j/(E-\epsilon_q)$. Putting this into the first gives
\begin{equation}
[h+W(E)]\,c=Ec,\qquad W_{ij}(E)=\sum_q\frac{T_{iq}T_{jq}}{E-\epsilon_q}.
\label{eq:full}
\end{equation}
Nothing has been approximated so far. Because $|E|\ll\epsilon_q$ for the two states of interest, the second-order approximation sets $E=0$ in the denominators:
\begin{equation}
W_{ij}=-\sum_q\frac{T_{iq}T_{jq}}{\epsilon_q}.
\end{equation}
This amounts to giving both model states the same zeroth-order energy, zero, and counting $d$ and $V$ as part of the perturbation.

At first each model state has its own external states. No $q$ then couples to both, so $W_{IC}=0$ and $W=-\mathrm{diag}(s_I,s_C)$, where $s_I$ and $s_C$ are positive lowerings. Their difference $s=s_I-s_C$ is taken positive.

In the example each model state has external levels at 1.0, 1.5, 2.0 and 2.5 hartree, with equal couplings of 0.15 hartree for $I$ and 0.08 hartree for $C$. The sum of inverse levels is $1+0.6667+0.5+0.4=2.5667$, so that
\begin{align}
s_I&=0.15^2\times2.5667=0.05775,\\
s_C&=0.08^2\times2.5667=0.01643,\\
s&=0.04132\ \text{hartree}.
\end{align}
The difference is about ten times $V$.

\section{Diagonalize, then perturb}

The eigenvalues of $h$ satisfy $(d-\lambda)(-\lambda)-V^2=0$, or $\lambda^2-d\lambda-V^2=0$. Hence
\begin{equation}
\lambda_\pm=\frac{d\pm\Omega}{2},\qquad \Omega=\sqrt{d^2+4V^2}.
\end{equation}
Write the eigenvectors as
\begin{equation}
|+\rangle=\cos\theta\,|I\rangle+\sin\theta\,|C\rangle,\qquad
|-\rangle=-\sin\theta\,|I\rangle+\cos\theta\,|C\rangle .
\end{equation}
The derivative of an eigenvalue is the expectation value of the derivative of the matrix, and $\partial h/\partial d=|I\rangle\langle I|$. The ionic weights are therefore
\begin{equation}
w_\pm=\frac{\partial\lambda_\pm}{\partial d}=\frac12\left(1\pm\frac d\Omega\right),
\qquad w_+=\cos^2\theta,\quad w_-=\sin^2\theta .
\end{equation}
They depend on $d$ and $V$ but not on $s$: the mixing is settled before correlation has any say.

The second-order energy of each state is its diagonal element of $W$:
\begin{equation}
W_{++}=-(w_+s_I+w_-s_C),\qquad W_{--}=-(w_-s_I+w_+s_C).
\end{equation}
Adding this number to each $\lambda_\pm$ is the diagonalize-then-perturb scheme, DP below. It has the structure of a state-specific second-order correction to a multiconfigurational reference state, except that both states here share the energy zero in the denominators. With each state's own $\lambda_\pm$ there instead, the picture below is the same but the numbers of the example shift: the gap at $d=0$ becomes 0.0078 hartree, and the curves cross at 7.22 and about 10.2 bohr. The signed gap, upper reference state minus lower, becomes
\begin{equation}
G=\Omega+W_{++}-W_{--}=\Omega-(w_+-w_-)(s_I-s_C)=\Omega-\frac{sd}{\Omega}.
\label{eq:G}
\end{equation}
At $d=0$ both states are half ionic. Both receive the average lowering, and the gap stays at $2V=0.0080$ hartree. This is the unchanged gap of the opening.

\section{Perturb, then diagonalize}

The other order, PD, adds $W$ to $h$ while the states are still purely ionic and covalent:
\begin{equation}
h+W=\begin{pmatrix} d-s_I & V\\ V & -s_C\end{pmatrix}.
\end{equation}
The eigenvalue difference of a symmetric $2\times2$ matrix is the root of the squared diagonal difference plus four times the squared coupling. The gap is therefore
\begin{equation}
\Gamma=\sqrt{(d-s)^2+4V^2}.
\end{equation}
It has one minimum, $2V$, at $d=s$, where the lowered energies meet. At $d=0$ it equals $\sqrt{0.04132^2+0.0080^2}=0.0421$ hartree, against 0.0401 for the full model.

Both schemes use the same $W$. What DP leaves out is its off-diagonal element between the reference states,
\begin{equation}
W_{+-}=\cos\theta\sin\theta\,(s_I-s_C)=\frac{sV}{\Omega}.
\end{equation}
The last step uses $\cos\theta\sin\theta=\sqrt{w_+w_-}=\tfrac12\sqrt{1-d^2/\Omega^2}=V/\Omega$. To see that this element accounts for the whole difference between the two gaps, square Eq.~(\ref{eq:G}) and add $4W_{+-}^2$:
\begin{align}
G^2+4W_{+-}^2&=\Omega^2-2sd+\frac{s^2d^2}{\Omega^2}+\frac{4s^2V^2}{\Omega^2}\nonumber\\
&=\Omega^2-2sd+s^2=(d-s)^2+4V^2=\Gamma^2 .
\label{eq:identity}
\end{align}
The second line follows from $d^2+4V^2=\Omega^2$. An operator that lowers $I$ and $C$ unequally is not diagonal in a basis of their mixtures. It changes their mixing, toward purer states at the reference crossing and toward an even mixture near $d=s$, and DP does not let it. If $s=0$, then $W_{+-}=0$ and the two schemes agree, however large the common lowering is.

\section{How one crossing becomes two}

Suppose $s\gg V$ and follow the DP curves outward. While $d$ is well below zero, the lower reference state is ionic and lies near $d-s_I$ after correction; the upper one lies near $-s_C$. Around $d=0$, over a range of a few $V$, the reference states exchange character, and their corrections are exchanged with it. The lower reference state must climb from the corrected ionic energy to the corrected covalent one, which is higher by about $s$. The upper reference state must descend by the same amount. The two curves therefore pass through each other. Beyond this region they follow the corrected energies $-s_C$ and $d-s_I$, which meet once more near $d=s$. The first crossing is an artefact of the reference. The second is near the right place, but nothing is left in DP to make the curves repel there.

The positions follow from $G=0$, which means $\Omega^2=sd$:
\begin{equation}
d^2-sd+4V^2=0,\qquad d=\frac{s\pm\sqrt{s^2-16V^2}}{2}.
\label{eq:roots}
\end{equation}
Two real crossings exist for $s>4V$. At $s=4V$ the curves touch, at $d=2V$. For $s\gg V$ the square root is approximately $s-8V^2/s$, which places the crossings near $4V^2/s$ and $s-4V^2/s$.

In the example $4V=0.0160$ hartree, well below $s$, and the square root is $\sqrt{0.04132^2-0.0160^2}=0.0381$. The roots are $d=0.0016$ and $0.0397$ hartree, and $R=1/(A-d)$ gives 7.23 and 9.97 bohr. By Eq.~(\ref{eq:identity}), the PD gap at a DP crossing is $2W_{+-}$, all of it due to the discarded coupling. The full gaps at these two points are 0.0385 and 0.0079 hartree.

\begin{center}
\begin{tabular}{rrrr}
$R$ (bohr) & full gap & PD gap & DP signed gap\\
6.50 & 0.0532 & 0.0557 & 0.0518\\
7.14 & 0.0401 & 0.0421 & 0.0080\\
8.50 & 0.0194 & 0.0206 & $-0.0152$\\
9.00 & 0.0139 & 0.0148 & $-0.0098$\\
13.00 & 0.0227 & 0.0232 & 0.0226
\end{tabular}
\end{center}

The gaps are in hartree. A negative entry means that the upper reference state has ended below the lower one. At 8.50 bohr the lower reference state has an ionic weight of 0.03, whereas the model part of the lowest full state has 0.96. Sorting the DP energies exchanges the labels, and at this distance it gives the lowest state an ionic weight of 0.97, close to the full value; at 9.00 bohr the weights are 0.98 and 0.91, and the agreement worsens toward the outer crossing. It cannot remove the crossings at the two ends of the inverted region.

If $V$ varies with $R$, the condition $sd=d^2+4V(R)^2$ still locates the DP crossings, since Eq.~(\ref{eq:G}) holds separately at each distance. The minima then also depend on the slope of $V$.

\section{When the crossing is only displaced}

For $0<s<4V$ the DP curves do not meet, but their closest approach is in the wrong place. Differentiating Eq.~(\ref{eq:G}) with $d\Omega/dd=d/\Omega$ gives
\begin{equation}
\frac{dG}{dd}=\frac d\Omega-s\left(\frac1\Omega-\frac{d^2}{\Omega^3}\right)
=\frac d\Omega-\frac{4V^2s}{\Omega^3},
\end{equation}
because $\Omega^2-d^2=4V^2$. The derivative vanishes when
\begin{equation}
d\,(d^2+4V^2)=4V^2s .
\label{eq:min}
\end{equation}
The left side increases with $d$, so there is one solution, $d_*$. At $d=s$ the left side is already larger than the right by $s^3$, hence $d_*<s$: the DP minimum lies between the reference crossing and the PD one at $d=s$. Only for $s\ll2V$ does $d_*$ approach $s$.

The depth follows by inserting $s=d_*\Omega_*^2/(4V^2)$ from Eq.~(\ref{eq:min}) into Eq.~(\ref{eq:G}), with $\Omega_*$ the value of $\Omega$ at $d_*$:
\begin{equation}
G_*=\Omega_*\left(1-\frac{d_*^2}{4V^2}\right).
\end{equation}
This reaches zero at $d_*=2V$, where Eq.~(\ref{eq:min}) gives $s=4V$, in agreement with the threshold found above. The minimum is also narrower than the PD minimum $2V$ for every $s>0$: at $d=0$ the gap is $2V$ and its slope is $-s/(2V)$, so it falls below $2V$ before it rises again.

Reducing the ionic coupling from 0.15 to 0.10 hartree gives $s=0.0092$ hartree, or $2.3V$. The full minimum is now at 7.64 bohr with a gap of 0.0079 hartree. PD puts it at 7.65 bohr with 0.0080 hartree. DP puts it at 7.46 bohr with 0.0045 hartree, little more than half the full gap.

For $s>4V$ the same equation locates the deepest inversion. With the stronger coupling it lies at 7.83 bohr, where $G=-0.0200$ hartree, or $-0.54$ eV.

\section{Why the next orders do not rescue it}

The coupling $W_{+-}$ is second order in $T$, and it changes an energy through its square. In a state-specific expansion it first acts in fourth order, where it contributes
\begin{equation}
-\frac{W_{+-}^2}{\lambda_+-\lambda_-}=-\frac{W_{+-}^2}{\Omega}
\end{equation}
to the lower state. The denominator is the small reference gap, not an external excitation energy. At the reference crossing of the strong case, $W_{+-}=s/2=0.02066$ hartree and the term is $-0.02066^2/0.0080=-0.053$ hartree. The second- and fourth-order coefficients extracted from full diagonalizations with scaled $T$ are $-0.0370$ and $-0.0521$ hartree. The fourth order is larger than the second. The small difference between $-0.053$ and $-0.0521$ reflects fourth-order terms that arise from the energy dependence of $W(E)$.

Higher orders do not help when $s$ is large. Multiply $T$ by $x$, so that $W$ is multiplied by $x^2$. The sum of the two PD levels is linear in $x^2$, and their difference is $\sqrt{(d-sx^2)^2+4V^2}$. The root has branch points where $sx^2=d\pm2iV$, at a distance $|x^2|=\Omega/s$ from the origin. The power series evaluated at $x=1$ therefore converges for $s<\Omega$ and diverges for $s>\Omega$. At both DP crossings $\Omega^2=sd<s^2$, so the expansion of the PD energies about the reference states diverges at both DP crossings, and throughout the wider range where $\Omega<s$. Diagonalizing the $2\times2$ matrix replaces this series by its closed form.

\section{What the repair requires, and where it ends}

PD works because the lowered ionic and covalent energies compete before the mixing is decided. One may still begin with the reference states, provided that a second diagonalization follows. If $U$ contains the eigenvectors of $h$, then $U^{T}(h+W)U$ has the same eigenvalues as $h+W$. This requires the off-diagonal elements of $W$ to be kept, and $W$ to be one operator expressed in two bases. The common zeroth-order energy ensures the latter here. With different denominators for each reference state, the equality is no longer guaranteed.

An external state that couples to both model states adds $W_{IC}=-\sum_qT_{Iq}T_{Cq}/\epsilon_q$, and the smallest PD gap becomes $2|V+W_{IC}|$. One shared level at 1.0 hartree with couplings 0.10 and 0.02 hartree, taken as the only external state, gives $V+W_{IC}=0.004-0.002=0.002$ hartree, hence a gap of 0.0040 hartree. Full diagonalization gives 0.0040 hartree as well; if the separate levels of the strong case are kept alongside the shared one, it gives 0.0039 hartree. Correlation can thus alter the strength of an avoided crossing as well as its position.

PD is still a second-order approximation. In the strong case it places the minimum at 10.13 bohr with a gap of 0.0080 hartree; the full values are 10.09 bohr and 0.0078 hartree. The source is the energy dropped from the denominators. For separate external states, expanding Eq.~(\ref{eq:full}) to first order in $E$ gives
\begin{equation}
W_{ii}(E)\approx-s_i-Ez_i,\qquad z_i=\sum_q\frac{T_{iq}^2}{\epsilon_q^2}.
\end{equation}
Moving the terms in $E$ to the right side turns the eigenvalue equation into $(h+W)c=E(1+Z)c$ with $Z=\mathrm{diag}(z_I,z_C)$. Rescaling the amplitudes to restore an ordinary eigenvalue problem divides the coupling by $\sqrt{(1+z_I)(1+z_C)}$, which narrows the gap. The diagonal energies become $(d-s_I)/(1+z_I)$ and $-s_C/(1+z_C)$. They meet at
\begin{equation}
d=s_I-s_C\,\frac{1+z_I}{1+z_C}.
\end{equation}
Here $z_I>z_C$, so this is slightly below $s$, and the full crossing lies slightly inside the PD one. Between 6 and 14 bohr the largest error of a level relative to the full model is 0.0032 hartree for PD and 0.0204 hartree for DP, the latter at the inner DP crossing.

The expansion needs $|E|\ll\epsilon_q$. If an external level with an appreciable coupling comes close to the model states, $W(E)$ varies rapidly with $E$ and PD fails in its turn; that level then belongs in the matrix to be diagonalized. DP, for its part, is adequate when $W_{+-}$ is small compared with $G$, as Eq.~(\ref{eq:identity}) shows. That holds when $s$ is small compared with $V$ (at $s=V$ the DP gap already falls up to 12 percent below the PD gap), and well outside the range spanned by the reference crossing and the shifted one. Between the two DP crossings it needs $s$ much larger than in the strong example, where $|G|$ reaches at most 0.74 of the PD gap, and the labels there are exchanged.

The numerical check tests the gap formulas, the threshold at $s=4V$, the case of equal lowerings and the series coefficients against explicit sums or full diagonalizations of this model. Its full solution is a reference for the model alone and does not describe a particular molecule.

\section*{Calculated quantities}
\begin{verbatim}
Energies in hartree, distances in bohr, unless stated
Inputs: A = 0.140, V = 0.0040
External levels of each state: [1.  1.5 2.  2.5]
Couplings: ionic strong 0.15, ionic weak 0.10, covalent 0.08
Lowering s_I strong = 0.05775, s_I weak = 0.02567, s_C = 0.01643
s strong = 0.04132, s weak = 0.00924, 4V = 0.01600
s/V strong = 10.331, s/V weak = 2.310
Reference crossing: R = 7.143, gap = 0.00800
STRONG CASE
Full minimum: R = 10.085, gap = 0.00780 = 0.212 eV
PD minimum:   R = 10.134, gap = 0.00800 = 0.218 eV
DP real crossings: R = 7.226 and 9.971
d at DP crossings: 0.00161 and 0.03971
Full gap at DP crossings: 0.03854 and 0.00787
Deepest DP inversion: R = 7.830, signed gap = -0.01997 = -0.543 eV
Largest level error, R = 6 to 14: PD 0.00318, DP 0.02023
R, d, then gaps: full, PD, DP signed
  6.500  -0.01385   0.05321   0.05575   0.05177
  7.143   0.00000   0.04006   0.04209   0.00800
  8.500   0.02235   0.01941   0.02059  -0.01517
  9.000   0.02889   0.01389   0.01479  -0.00985
 13.000   0.06308   0.02273   0.02318   0.02259
R, then ionic weight of lower state: full, PD, reference
  6.500   0.9944   0.9948   0.9329
  7.143   0.9902   0.9909   0.5000
  8.500   0.9567   0.9607   0.0292
  9.000   0.9115   0.9205   0.0181
 13.000   0.0295   0.0307   0.0040
WEAK CASE
Full minimum: R = 7.641, gap = 0.00788
PD minimum:   R = 7.648, gap = 0.00800
DP minimum:   R = 7.460, gap = 0.00446
CAUSE AND CHECKS
At reference crossing, strong: |W+-| = 0.02066
Lower-state series there: order 2 = -0.03698, order 4 = -0.05206
Order 4 from -|W+-|^2/Omega = -0.05336
DP crossings for s/V = 3.9 and 4.1: 0 and 2
Equal shifts: largest relative DP gap error = 4.03 percent
Shared external: level 1.0, couplings 0.10 and 0.02
Shared external: V + W_IC = 0.00200, full minimum gap = 0.00398
\end{verbatim}
